# Non-integer topological charge of a skyrmion in a finite nanodisk: a numerical check

```python
# Result under test: an axisymmetric skyrmion (core down) in a finite disk has
#   Q = -(1 + cos(theta_R))/2,   deficit 1 - |Q| = sin(theta_R/2)^2,
# where theta_R is the polar angle of the edge spins. The edge angle follows from
# exchange A, interfacial DMI D and effective anisotropy K:
#   theta'(R) = -D/(2A);  wide disk: |sin(theta_R)| = s = D/(2 sqrt(A K)).
# Lengths are in wall widths Delta = sqrt(A/K) (x = r/Delta, X = R/Delta),
# energies in units of 2 pi t A, with t the film thickness.
import numpy as np
from scipy import constants as sc
from scipy.special import j0, j1, itj0y0
from scipy.optimize import minimize, brentq
from scipy.integrate import solve_bvp, quad

A = 15e-12            # exchange stiffness, J/m
D_main = 3.0e-3       # DMI constant, J/m^2
K_u = 0.80e6          # uniaxial anisotropy, J/m^3
M_s = 600e3           # saturation magnetization, A/m
t = 0.5e-9            # thickness, m
R_main = 50e-9        # disk radius, m
T = 300.0             # temperature, K
a_spin = 0.25e-9      # rough spacing of neighbouring spins, m
K_d = 0.5 * sc.mu_0 * M_s**2
K = K_u - K_d
Delta = np.sqrt(A / K)
D_c = 4 * np.sqrt(A * K) / np.pi
nm = 1e-9


def reduced_dmi(D):
    return D / (2 * np.sqrt(A * K))


# ---- polar densities against Cartesian finite differences ----
def trial_spin(x, y):
    r = np.hypot(x, y)
    th = np.pi - 1.3 * r + 0.2 * r**2
    return np.array([np.sin(th) * x / r, np.sin(th) * y / r, np.cos(th)])


px, py, step = 0.7, 0.4, 1e-4
m0 = trial_spin(px, py)
mx = (trial_spin(px + step, py) - trial_spin(px - step, py)) / (2 * step)
my = (trial_spin(px, py + step) - trial_spin(px, py - step)) / (2 * step)
rr = np.hypot(px, py)
th0, dth0 = np.pi - 1.3 * rr + 0.2 * rr**2, -1.3 + 0.4 * rr
assert abs(mx @ mx + my @ my - dth0**2 - np.sin(th0)**2 / rr**2) < 1e-6
dmi_cart = m0[2] * (mx[0] + my[1]) - m0[0] * mx[2] - m0[1] * my[2]
assert abs(dmi_cart - dth0 - np.sin(th0) * np.cos(th0) / rr) < 1e-6
assert abs(m0 @ np.cross(mx, my) - dth0 * np.sin(th0) / rr) < 1e-6


# ---- direct minimization of the energy; no slope is imposed at the edge ----
def relax(core, X, s, n, stray=None):
    h = X / n
    x = (np.arange(n) + 0.5) * h
    avg, dif = np.zeros((n, n + 1)), np.zeros((n, n + 1))
    i = np.arange(n)
    avg[i, i] = avg[i, i + 1] = 0.5
    dif[i, i], dif[i, i + 1] = -1 / h, 1 / h

    def midpoint(free):
        th = np.concatenate([[core], free])
        return avg @ th, dif @ th

    def energy(free):
        u, p = midpoint(free)
        sn, c = np.sin(u), np.cos(u)
        e = h * np.sum(x * p**2 + sn**2 / x + 2 * s * (x * p + sn * c)
                       + x * sn**2)
        fu = h * (np.sin(2 * u) * (1 / x + x) + 2 * s * np.cos(2 * u))
        fp = 2 * h * x * (p + s)
        if stray is not None:
            Wz, Wr, strength = stray
            wz, wr = Wz @ c, Wr @ sn
            e += strength * (sn @ wr - c @ wz)
            fu = fu + 2 * strength * (c * wr + sn * wz)
        return e, (avg.T @ fu + dif.T @ fp)[1:]

    def hessian(free):
        u, p = midpoint(free)
        sn, c = np.sin(u), np.cos(u)
        huu = np.diag(h * (2 * np.cos(2 * u) * (1 / x + x)
                           - 4 * s * np.sin(2 * u)))
        if stray is not None:
            Wz, Wr, strength = stray
            huu = huu + 2 * strength * (
                c[:, None] * Wr * c - sn[:, None] * Wz * sn
                + np.diag(c * (Wz @ c) - sn * (Wr @ sn)))
        full = avg.T @ huu @ avg + dif.T @ ((2 * h * x)[:, None] * dif)
        return full[1:, 1:]

    nodes = np.linspace(0, X, n + 1)
    start = -np.arcsin(s) * np.exp(nodes - X)
    if core > 1:
        start = start + 2 * np.arctan2(np.sinh(1.4), np.sinh(nodes))
    res = minimize(energy, start[1:], jac=True, hess=hessian,
                   method="trust-exact",
                   options=dict(gtol=1e-6, max_trust_radius=2.0, maxiter=500))
    free = res.x
    for _ in range(4):
        free = free - np.linalg.solve(hessian(free), energy(free)[1])
    e, g = energy(free)
    H = hessian(free)
    assert np.max(np.abs(g)) < 1e-8
    assert np.linalg.eigvalsh(H)[0] > 0      # a true axisymmetric minimum
    return nodes, np.concatenate([[core], free]), e, H


# ---- differential equation with the derived edge condition ----
def solve_profile(core, X, s, guess_x, guess_th):
    x0 = 1e-3
    mesh = np.concatenate([np.geomspace(x0, 0.05, 30),
                           np.linspace(0.05, X, 400)[1:]])
    g = np.interp(mesh, guess_x, guess_th)

    def rhs(x, y):
        th, p = y
        return np.vstack([p, -p / x + np.sin(2 * th) / (2 * x**2)
                          - 2 * s * np.sin(th)**2 / x + np.sin(2 * th) / 2])

    def ends(ya, yb):
        return np.array([ya[0] - core - x0 * ya[1], yb[1] + s])

    out = solve_bvp(rhs, ends, mesh, np.vstack([g, np.gradient(g, mesh)]),
                    tol=1e-7, max_nodes=50000)
    assert out.success
    return out.sol


# ---- topological charge as a sum of solid angles of spin triangles ----
def triangle_charge(m):
    def omega(a, b, c):
        num = np.sum(a * np.cross(b, c), axis=-1)
        den = (1 + np.sum(a * b, axis=-1) + np.sum(b * c, axis=-1)
               + np.sum(c * a, axis=-1))
        return 2 * np.arctan2(num, den)
    nxt = np.roll(m, -1, axis=1)
    return (np.sum(omega(m[:-1], m[1:], nxt[1:]))
            + np.sum(omega(m[:-1], nxt[1:], nxt[:-1]))) / (4 * np.pi)


def spin_mesh(nodes, theta, shift=0.0, twist=0.0, nphi=240):
    X = nodes[-1]
    phi = 2 * np.pi * np.arange(nphi) / nphi
    r = nodes[:, None]
    fade = (1 - (r / X)**2)**2               # zero at the edge
    xw = r * np.cos(phi) + shift * X * fade
    yw = r * np.sin(phi) + 0 * fade
    th = np.interp(np.hypot(xw, yw), nodes, theta)
    ang = np.arctan2(yw, xw)
    m = np.stack([np.sin(th) * np.cos(ang), np.sin(th) * np.sin(ang),
                  np.cos(th)], axis=-1)
    ca, sa = np.cos(twist * fade), np.sin(twist * fade)
    return np.stack([m[..., 0], ca * m[..., 1] - sa * m[..., 2],
                     sa * m[..., 1] + ca * m[..., 2]], axis=-1)


def charge_formula(theta_edge):
    return -(1 + np.cos(theta_edge)) / 2


def study(D, R, n):
    s, X = reduced_dmi(D), R / Delta
    nodes, th, e, H = relax(np.pi, X, s, n)
    sol = solve_profile(np.pi, X, s, nodes, th)
    fine = sol(np.maximum(nodes, 1e-3))[0]
    # second-order grid error of the minimization sets these tolerances
    assert np.max(np.abs(fine[1:] - th[1:])) < 0.02
    slopes = np.diff(th) / np.diff(nodes)
    assert abs(1.5 * slopes[-1] - 0.5 * slopes[-2] + s) < 2e-3
    edge = float(sol(X)[0])
    fine[0] = np.pi
    q_tri = triangle_charge(spin_mesh(nodes, fine))
    assert abs(q_tri - charge_formula(edge)) < 1e-4   # polygonal edge
    radius = brentq(lambda x: sol(x)[0] - np.pi / 2, 1e-3, X)
    return dict(s=s, X=X, nodes=nodes, th=fine, e=e, H=H, sol=sol,
                edge=edge, q=q_tri, radius=radius * Delta)


main = study(D_main, R_main, 200)
s, X, sol, edge = main["s"], main["X"], main["sol"], main["edge"]
deficit = np.sin(edge / 2)**2

# interior displaced and twisted, edge spins untouched
q_deformed = triangle_charge(spin_mesh(main["nodes"], main["th"], 0.3, 1.0))
assert abs(q_deformed - main["q"]) < 1e-9

# charge inside the ring theta = 0 and in the rim outside it
assert edge < 0
ring = brentq(lambda x: sol(x)[0], main["radius"] / Delta, X)


def radial_charge(lo, hi):
    x = np.linspace(lo, hi, 20001)
    th, p = sol(x)
    return np.trapezoid(0.5 * np.sin(th) * p, x) if hasattr(np, "trapezoid") \
        else np.trapz(0.5 * np.sin(th) * p, x)


q_inner, q_rim = radial_charge(1e-3, ring), radial_charge(ring, X)
assert abs(q_inner + 1) < 1e-4 and abs(q_rim - deficit) < 1e-4

# state without a skyrmion
un, uth, ue, _ = relax(0.0, X, s, 200)
usol = solve_profile(0.0, X, s, un, uth)
uedge = float(usol(X)[0])
q_uniform = triangle_charge(spin_mesh(un, uth))
assert abs(q_uniform - np.sin(uedge / 2)**2) < 5e-4
assert abs(main["q"] - q_uniform + 1) < 5e-3


# ---- wide-disk edge angle and its first curvature correction ----
def edge_curved(s, X):
    psi = np.arcsin(s)
    c = np.cos(psi)
    return np.arcsin(np.sqrt(s**2 + 2 / X * (1 - c - s * (psi - s * c))))


err_flat, err_curved = [], []
for width in (20.0, 40.0, 80.0):
    gx = np.linspace(0, width, 1000)
    big = solve_profile(0.0, width, s, gx, -np.arcsin(s) * np.exp(gx - width))
    tilt = -float(big(width)[0])
    err_flat.append(abs(tilt - np.arcsin(s)))
    err_curved.append(abs(tilt - edge_curved(s, width)))
assert 1.7 < err_flat[1] / err_flat[2] < 2.3       # error falls as 1/R
assert err_curved[1] / err_curved[2] > 3.0         # error falls as 1/R^2
assert err_curved[2] < 0.1 * err_flat[2]

# ---- nonlocal magnetostatics of a thin slab ----
n_cells, tau = 200, t / Delta
edges = np.linspace(0, X, n_cells + 1)
dq = 0.1
q = ((np.arange(6000) + 0.5) * dq)[:, None]
arg = q * edges
Tz = np.diff(edges * j1(arg) / q, axis=1)
Tr = np.diff((-edges * j0(arg) + itj0y0(arg)[0] / q) / q, axis=1)
nonlocal_part = 1 + np.expm1(-q * tau) / (q * tau)
Wz = Tz.T @ (q * dq * nonlocal_part * Tz)
Wr = Tr.T @ (q * dq * nonlocal_part * Tr)
one = np.ones(n_cells)
demag_gap = one @ Wz @ one / (X**2 / 2)            # 1 - N_z, uniform disk


def loop_kernel(phi):
    d = 2 * R_main * np.sin(phi / 2) / t
    return np.cos(phi) * (np.arcsinh(1 / d) - np.sqrt(d**2 + 1) + d)


demag_direct = 2 / np.pi * (quad(loop_kernel, 0, 0.05, limit=200)[0]
                            + quad(loop_kernel, 0.05, np.pi, limit=200)[0])
assert abs(demag_gap / demag_direct - 1) < 0.015   # finite wave-number cutoff
mid = (edges[1:] + edges[:-1]) / 2
m_r = np.sin(np.interp(mid, main["nodes"], main["th"]))
norm_q = np.sum(q[:, 0] * dq * (Tr @ m_r)**2)
assert abs(norm_q / np.sum(mid * np.diff(edges) * m_r**2) - 1) < 0.01
dn, dth, _, _ = relax(np.pi, X, s, n_cells, (Wz, Wr, K_d / K))
edge_stray = dth[-1]
radius_stray = np.interp(-np.pi / 2, -dth[:np.argmin(dth) + 1],
                         dn[:np.argmin(dth) + 1]) * Delta

# ---- thermal motion of the azimuthally uniform edge angle ----
unit_energy = 2 * np.pi * t * A
compliance = np.linalg.inv(main["H"])[-1, -1]
rms_edge = np.sqrt(sc.k * T / unit_energy * compliance)
straight = 1 / (2 * X * np.cos(np.arcsin(s)))
assert abs(compliance / straight - 1) < 0.2        # edge curvature neglected
rms_charge = 0.5 * abs(np.sin(edge)) * rms_edge
xs = np.linspace(1e-3, X, 5000)
neighbour = np.max(np.abs(sol(xs)[1])) * a_spin / Delta

deg = np.degrees
print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"DMI constant D = {D_main*1e3:.2f} mJ/m^2")
print(f"uniaxial anisotropy K_u = {K_u/1e6:.3f} MJ/m^3")
print(f"saturation magnetization M_s = {M_s/1e3:.0f} kA/m")
print(f"thickness t = {t/nm:.2f} nm, disk radius R = {R_main/nm:.1f} nm")
print(f"magnetostatic term mu0 Ms^2/2 = {K_d/1e6:.4f} MJ/m^3")
print(f"effective anisotropy K = {K/1e6:.4f} MJ/m^3")
print(f"wall width Delta = {Delta/nm:.3f} nm, R/Delta = {X:.3f}")
print(f"critical DMI D_c = {D_c*1e3:.3f} mJ/m^2, D/D_c = {D_main/D_c:.3f}")
print(f"s = D/(2 sqrt(AK)) = {s:.4f}")
print(f"edge slope -D/(2A) = {deg(-D_main/(2*A))*nm:.3f} deg/nm")
print(f"edge angle, straight-edge formula = {-deg(np.arcsin(s)):.2f} deg")
print(f"deficit, straight-edge formula = {(1-np.sqrt(1-s*s))/2:.4f}")
print(f"edge angle, curvature-corrected = {-deg(edge_curved(s, X)):.2f} deg")
print(f"deficit, curvature-corrected = {np.sin(edge_curved(s, X)/2)**2:.4f}")
print(f"edge angle, full profile = {deg(edge):.2f} deg")
print(f"charge Q from edge angle = {charge_formula(edge):.5f}")
print(f"charge Q from spin triangles = {main['q']:.5f}")
print(f"deficit 1-|Q| = {deficit:.5f}")
print(f"charge Q, interior displaced and twisted = {q_deformed:.5f}")
print(f"skyrmion radius (m_z = 0) = {main['radius']/nm:.2f} nm")
print(f"radius of ring theta = 0: {ring*Delta/nm:.2f} nm")
print(f"charge inside ring = {q_inner:.5f}, in outer rim = {q_rim:.5f}")
print(f"no-skyrmion state: edge angle = {deg(uedge):.2f} deg")
print(f"no-skyrmion state: Q = {q_uniform:.5f}")
print(f"Q(skyrmion) - Q(no skyrmion) = {main['q']-q_uniform:.5f}")
print(f"energy above no-skyrmion state = "
      f"{(main['e']-ue)*unit_energy/sc.e:.3f} eV")
s_c = reduced_dmi(D_c)
print(f"at D = D_c, straight edge: tilt = {deg(np.arcsin(s_c)):.2f} deg, "
      f"deficit = {(1-np.sqrt(1-s_c**2))/2:.4f}")
for D, R, n in ((2.7e-3, 50e-9, 200), (3.3e-3, 50e-9, 200),
                (3.0e-3, 25e-9, 200), (3.0e-3, 100e-9, 400)):
    c = study(D, R, n)
    print(f"D = {D*1e3:.1f} mJ/m^2, R = {R/nm:.0f} nm: edge "
          f"{deg(c['edge']):.2f} deg, Q = {charge_formula(c['edge']):.4f}, "
          f"skyrmion radius {c['radius']/nm:.2f} nm")
print(f"uniform disk 1-N_z: wave-number sum {demag_gap:.5f}, "
      f"real space {demag_direct:.5f}")
print(f"with nonlocal magnetostatics: edge = {deg(edge_stray):.2f} deg")
print(f"with nonlocal magnetostatics: deficit = {np.sin(edge_stray/2)**2:.4f}")
print(f"with nonlocal magnetostatics: radius = {radius_stray/nm:.2f} nm")
print(f"thermal energy at {T:.0f} K = {sc.k*T/sc.e:.4f} eV")
print(f"rms thermal swing of uniform edge angle = {deg(rms_edge):.2f} deg")
print(f"rms thermal swing of Q, first order = {rms_charge:.4f}")
print(f"largest angle between spins {a_spin/nm:.2f} nm apart = "
      f"{deg(neighbour):.2f} deg")
print("verified")
```

Running it gives:

```
exchange stiffness A = 15.0 pJ/m
DMI constant D = 3.00 mJ/m^2
uniaxial anisotropy K_u = 0.800 MJ/m^3
saturation magnetization M_s = 600 kA/m
thickness t = 0.50 nm, disk radius R = 50.0 nm
magnetostatic term mu0 Ms^2/2 = 0.2262 MJ/m^3
effective anisotropy K = 0.5738 MJ/m^3
wall width Delta = 5.113 nm, R/Delta = 9.779
critical DMI D_c = 3.735 mJ/m^2, D/D_c = 0.803
s = D/(2 sqrt(AK)) = 0.5113
edge slope -D/(2A) = -5.730 deg/nm
edge angle, straight-edge formula = -30.75 deg
deficit, straight-edge formula = 0.0703
edge angle, curvature-corrected = -31.95 deg
deficit, curvature-corrected = 0.0757
edge angle, full profile = -31.78 deg
charge Q from edge angle = -0.92503
charge Q from spin triangles = -0.92504
deficit 1-|Q| = 0.07497
charge Q, interior displaced and twisted = -0.92504
skyrmion radius (m_z = 0) = 7.71 nm
radius of ring theta = 0: 29.83 nm
charge inside ring = -1.00000, in outer rim = 0.07497
no-skyrmion state: edge angle = -31.81 deg
no-skyrmion state: Q = 0.07509
Q(skyrmion) - Q(no skyrmion) = -1.00013
energy above no-skyrmion state = 0.777 eV
at D = D_c, straight edge: tilt = 39.54 deg, deficit = 0.1144
D = 2.7 mJ/m^2, R = 50 nm: edge -28.41 deg, Q = -0.9398, skyrmion radius 5.43 nm
D = 3.3 mJ/m^2, R = 50 nm: edge -35.21 deg, Q = -0.9085, skyrmion radius 11.23 nm
D = 3.0 mJ/m^2, R = 25 nm: edge -29.91 deg, Q = -0.9334, skyrmion radius 5.38 nm
D = 3.0 mJ/m^2, R = 100 nm: edge -31.32 deg, Q = -0.9271, skyrmion radius 7.76 nm
uniform disk 1-N_z: wave-number sum 0.01958, real space 0.01969
with nonlocal magnetostatics: edge = -30.62 deg
with nonlocal magnetostatics: deficit = 0.0697
with nonlocal magnetostatics: radius = 7.80 nm
thermal energy at 300 K = 0.0259 eV
rms thermal swing of uniform edge angle = 4.20 deg
rms thermal swing of Q, first order = 0.0193
largest angle between spins 0.25 nm apart = 3.55 deg
verified
```
